# Conductivity loss in thick metal films with diffuse surfaces

## 1. Definitions and conventions

A metal film fills $0<z<d$. A weak uniform field $E$ points along $x$, in the film plane, and the carriers are electrons of charge $-e$. Their band energy is $\varepsilon(\mathbf k)$ and their velocity is $\mathbf v=\nabla_{\mathbf k}\varepsilon/\hbar$. The relaxation time $\tau$ is the same for all states, and the same in the film as in the bulk. Transport is semiclassical and linear in $E$, with no magnetic field. Both surfaces are impermeable and fully diffuse: an electron leaving a surface has no memory of its direction of arrival.

Write the distribution as $f=f_0+\delta f$, with $f_0$ the Fermi function. In the steady state

$$v_z\frac{\partial\,\delta f}{\partial z}-eE\,v_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{\delta f}{\tau},$$

because the force is $-eE$ and $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial\varepsilon$. Now define $g$ by

$$\delta f=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)(-eE)\,g .$$

The field term moves to the right as $(-\partial f_0/\partial\varepsilon)(-eE)v_x$, the common factors cancel, and

$$v_z\frac{\partial g}{\partial z}+\frac g\tau=v_x. \tag{1}$$

Here $g$ is a length: the mean distance along $x$ over which the field has acted on the electron since its last randomizing event.

The current density is

$$j_x=-e\,\frac{2}{(2\pi)^3}\int d^3k\,v_x\,\delta f=e^2E\,\frac{2}{(2\pi)^3}\int d^3k\left(-\frac{\partial f_0}{\partial\varepsilon}\right)v_x g .$$

At low temperature $-\partial f_0/\partial\varepsilon=\delta(\varepsilon-E_F)$. Split $d^3k$ into an area element $dS$ of the constant-energy surface and a normal step $dk_n=d\varepsilon/(\hbar|\mathbf v|)$. The delta function removes the energy integral and leaves the weight $dS/|\mathbf v|$. This fixes the average used throughout,

$$\langle A\rangle=\frac{\oint (dS/|\mathbf v|)\,A}{\oint dS/|\mathbf v|},\qquad N=\frac{2}{(2\pi)^3}\oint\frac{dS}{\hbar|\mathbf v|},$$

where $N$ is the density of states at $E_F$, both spins included, and the integrals run over all sheets. The local conductivity is $e^2N\langle v_xg\rangle$. In the bulk $g=\tau v_x$, so $\sigma_{\rm bulk}=e^2N\tau\langle v_x^2\rangle$. The quantity sought is the relative loss

$$L=1-\frac{\sigma_{\rm film}}{\sigma_{\rm bulk}},$$

with $\sigma_{\rm film}$ averaged over the thickness.

## 2. The simple case: a spherical Fermi surface

For a sphere every velocity has the same magnitude $v$. For each state with $v_x$ there is one with $-v_x$ and the same $v_z$, so a diffuse surface emits no net drift and electrons leave it with $g=0$. Section 3 derives this from flux balance.

Let $s$ be the distance from the surface the electron left: $s=z$ for $v_z>0$ and $s=d-z$ for $v_z<0$. In both cases $v_z\,\partial/\partial z=|v_z|\,\partial/\partial s$. With $\lambda=\tau|v_z|$, equation (1) becomes $\lambda\,\partial g/\partial s+g=\tau v_x$. Multiplying by $e^{s/\lambda}/\lambda$ turns the left side into a derivative:

$$\frac{\partial}{\partial s}\left(g\,e^{s/\lambda}\right)=\frac{\tau v_x}{\lambda}e^{s/\lambda}.$$

Integration from $s=0$, where $g=0$, gives $g\,e^{s/\lambda}=\tau v_x(e^{s/\lambda}-1)$, or

$$g=\tau v_x\left(1-e^{-s/\lambda}\right). \tag{2}$$

The drift starts at zero and recovers its bulk value over the distance $\lambda$, the mean free path projected on the normal. Its average over the thickness is

$$\bar g=\frac1d\int_0^d g\,ds=\tau v_x\left[1-\frac{\lambda}{d}\left(1-e^{-d/\lambda}\right)\right]. \tag{3}$$

Let $u=|v_z|/v$. On a sphere $u$ is uniformly distributed between 0 and 1, and the azimuthal average of $v_x^2$ is $v^2(1-u^2)/2$. Hence

$$\langle v_x^2\rangle=\frac{v^2}{2}\int_0^1(1-u^2)\,du=\frac{v^2}{3},$$

$$\langle v_x^2|v_z|\rangle=\frac{v^3}{2}\int_0^1(u-u^3)\,du=\frac{v^3}{2}\left(\frac12-\frac14\right)=\frac{v^3}{8}.$$

When $d$ is much larger than the mean free path $\ell=\tau v$, the exponential in (3) can be dropped and

$$L\to\frac{\tau\langle v_x^2|v_z|\rangle}{d\,\langle v_x^2\rangle}=\frac{3\ell}{8d}.$$

**The opposite limit.** For $d\ll\ell$ the exponential must stay. Put $y=d/\lambda=d/(\ell u)$. The bracket in (3) is $F(y)=1-(1-e^{-y})/y$, which tends to $y/2$ for small $y$ and to 1 for large $y$. The remaining conductivity is

$$\frac{\sigma_{\rm film}}{\sigma_{\rm bulk}}=\frac32\int_0^1(1-u^2)\,F\!\left(\frac{d}{\ell u}\right)du .$$

Grazing states with $u$ of order $d/\ell$ or less contribute an amount of order $d/\ell$. Those with larger $u$ contribute about $(3d/4\ell)\int du/u$, cut off below near $d/\ell$. To leading logarithm the ratio is therefore $(3d/4\ell)\ln(\ell/d)$. It vanishes as $d\to0$, so $L\to1$, whereas the thick-film form grows without bound.

## 3. The general surface: a symmetry that suffices

Equation (1) made no use of the sphere. What needs care is the boundary condition. A diffuse surface emits the same value of $g$ in all outgoing states: $C_0$ at $z=0$ and $C_d$ at $z=d$. No electrons pass through the surface, so at $z=0$ the outgoing and incoming fluxes are equal:

$$C_0\,\langle|v_z|\rangle_{v_z>0}=\langle|v_z|\,g\rangle_{v_z<0}. \tag{4}$$

The subscripts restrict the integrals to half of the surface, without renormalizing them.

Suppose the crystal has a symmetry that reverses $v_x$ and keeps $v_z$, and try $C_0=C_d=0$. Then (2) holds, and $g$ is $v_x$ times a function of $|v_z|$. The symmetry pairs each incoming state with one of equal weight, equal $|v_z|$ and opposite $g$. The right side of (4) vanishes, as does its counterpart at $z=d$, so the trial is consistent.

It is also the unique solution of (1). The difference of two solutions obeys (1) without the source and decays as $e^{-s/\lambda}$ from each surface. The two half-surface values of $\langle|v_z|\rangle$ are equal, since $\langle v_z\rangle=0$: it is proportional to the integral over the Brillouin zone of the gradient of a periodic function. Condition (4) then reads $C_0=qC_d$, and the other surface gives $C_d=q'C_0$, where $q$ and $q'$ are flux-weighted averages of $e^{-d/\lambda}$, both below 1. Together $C_0=qq'C_0$, which forces $C_0=C_d=0$.

The same pairing gives $\langle g\rangle=0$ and $\langle v_zg\rangle=0$ at every $z$. No charge builds up, no normal current flows, and no field along $z$ is needed. Relaxation toward the local equilibrium instead of $f_0$ would change nothing, because the local density is undisturbed.

Two kinds of mirror supply the symmetry:

- The mirror $x\to-x$ does so directly.
- The film-plane mirror $z\to-z$ does so together with time reversal, which holds in a non-magnetic metal. The mirror maps $(v_x,v_y,v_z)$ to $(v_x,v_y,-v_z)$, and time reversal changes the sign of all three, leaving $(-v_x,-v_y,v_z)$.

This symmetry is sufficient, not necessary. A threefold axis along the normal, as in a cubic (111) film, serves equally well without either mirror: it keeps $v_z$, and $v_x$ summed over the three rotated states is zero, so the same averages vanish.

For the film-plane mirror $\langle v_xv_y\rangle$ may differ from zero. The conductivity meant here is then $\sigma_{xx}$ with the transverse field $E_y$ held at zero.

**Test on a warped surface.** Take the band $\varepsilon=-\cos k_x-\cos k_y-0.6\cos k_z$ at $E_F=-1.6$, with $\hbar$, $\tau$ and the lattice constant set to 1. Equation (1) was solved numerically for $d=4.8$, which is 8 times the largest $\tau|v_z|$. The emitted constants were started at a wrong, nonzero value and left to flux balance. They fell below $10^{-8}$ of the largest $\tau|v_x|$. They did so again with a term $0.2\sin k_x\sin k_y$ added, which breaks the mirror $x\to-x$ but keeps the film-plane mirror.

With $0.2\sin k_x\sin k_z$ added instead, both mirrors are lost. With equation (1) as written, the constant at $z=0$ then settled at $-0.12$ of the largest $\tau|v_x|$. This number shows that the trial $C_0=C_d=0$ fails, but it does not describe a real film. Here $\langle v_xv_z\rangle\neq0$, so (1) drives a normal current in the interior while none passes the surfaces, and charge is not conserved. A real film sets up a field along $z$ that cancels this current. Away from the surfaces it replaces the source $v_x$ by $v_x-\beta v_z$ with $\beta=\langle v_xv_z\rangle/\langle v_z^2\rangle$, whose incoming flux average vanishes in a thick film. For such a tilted surface equation (1) must be extended by that field, and the results below do not hold as written.

## 4. The loss at any thickness, and its thick limit

With the symmetry in place, (3) holds state by state. Insert it in $\sigma_{\rm film}/\sigma_{\rm bulk}=\langle v_x\bar g\rangle/(\tau\langle v_x^2\rangle)$. The leading 1 in the bracket reproduces the bulk value, and the rest is the loss:

$$L=\frac{\tau}{d\,\langle v_x^2\rangle}\left\langle v_x^2|v_z|\left(1-e^{-d/(\tau|v_z|)}\right)\right\rangle. \tag{5}$$

Let $V_n$ be the largest $|v_z|$ on the Fermi surface. For $d\gg\tau V_n$ all the exponentials are small, and

$$\boxed{\,L\to L_\infty=\frac{\tau\,\langle v_x^2|v_z|\rangle}{d\,\langle v_x^2\rangle}\,} \tag{6}$$

The error follows by subtraction:

$$L_\infty-L=\frac{\tau}{d\,\langle v_x^2\rangle}\left\langle v_x^2|v_z|\,e^{-d/(\tau|v_z|)}\right\rangle .$$

The right side is positive, and no exponential in it exceeds $e^{-d/(\tau V_n)}$. Therefore

$$0<\frac{L_\infty-L}{L_\infty}\le e^{-d/(\tau V_n)} . \tag{7}$$

The limit overestimates the loss by an exponentially small fraction of itself, so there are no corrections in higher powers of $1/d$. Grazing states cause no trouble: their exponentials are the smallest.

This has a direct meaning. Beside a single surface of a very thick sample, a state that has left it lacks the fraction $e^{-s/\lambda}$ of its drift. Integrated over $s$, the deficit equals a layer of thickness $\lambda=\tau|v_z|$ with no drift at all. Half of the states leave each surface, so each surface removes a layer of mean thickness $\tau|v_z|/2$, weighted by $v_x^2$. The two deficits add. The correction in (7) comes from electrons that cross the whole film without scattering, for which the tail of the deficit is cut off at the far side.

The resistivity behaves differently. From $\rho_{\rm film}/\rho_{\rm bulk}=1/(1-L)$, its relative rise is $L/(1-L)=L+L^2+\dots$, which does contain higher powers of $1/d$.

For the warped surface of Section 3, the transport solution gave $L=0.0775$. The right side of (6), from a separate sum over the Brillouin zone with a narrow energy shell, gave the same to three digits.

## 5. Ellipsoids, and why the weight matters

Let $\varepsilon=\sum_i\hbar^2k_i^2/(2m_i)$, with axes along $x$, $y$, $z$. Substitute $k_i=\sqrt{m_i}\,q_i$. The energy becomes $\hbar^2q^2/2$, and $d^3k$ changes by the constant factor $\sqrt{m_xm_ym_z}$. An energy shell is thus a spherical shell in $\mathbf q$, uniformly filled. This uniform measure is the density-of-states weight. With $\mathbf n=\mathbf q/q$,

$$v_i=\frac{\hbar k_i}{m_i}=\frac{\hbar q_i}{\sqrt{m_i}}=V_in_i,\qquad V_i=\sqrt{\frac{2E_F}{m_i}} .$$

The sphere integrals of Section 2 now give $\langle v_x^2\rangle=V_x^2/3$ and $\langle v_x^2|v_z|\rangle=V_x^2V_z/8$, so

$$L_\infty=\frac{3\,\tau V_z}{8d}. \tag{8}$$

The velocity along the current cancels. For an ellipsoid with these axes, the relative loss depends on the band through the velocity along the normal alone. Equal masses return the sphere.

Suppose one averaged over area, with weight $dS$. Each state would then carry an extra factor $|\mathbf v|$. Let $[A]=\langle v_x^2A\rangle/\langle v_x^2\rangle$. The correct velocity in (6) is $[|v_z|]$, while area weighting gives $[|\mathbf v||v_z|]/[|\mathbf v|]$. The difference,

$$\frac{[|\mathbf v||v_z|]-[|\mathbf v|][|v_z|]}{[|\mathbf v|]},$$

is a covariance divided by a mean. It is zero when the speed is constant, and positive when fast states also tend to move along the normal.

Take $V_x=V_y=1$, $V_z=3$, $\tau=1$ and $d=24$. Equation (8) gives $L_\infty=9/(8\cdot24)=0.0469$. The numerical transport solution and a direct sum over $\mathbf k$ space both agree with this within 0.2%. Area weighting gives 0.0564, which is 20% too high. On the warped surface of Section 3 the same replacement lowers the loss by 1.5%. The covariance there is small and negative, so that surface would hardly reveal the wrong weight.

## 6. Two further generalizations

**Partly specular surfaces.** Let each surface reflect a fraction $p$ specularly and the rest diffusely, and let the film plane be a mirror plane, so that specular reflection keeps $v_x$ and $|v_z|$. By the pairing of Section 3 the diffuse part still emits zero. Let an electron enter with $g=(1-B)\tau v_x$. The deficit $B$ decays to $Be^{-d/\lambda}$ at the far side, where the specular fraction is returned:

$$1-B=p\left(1-Be^{-d/\lambda}\right)\quad\Rightarrow\quad B=\frac{1-p}{1-p\,e^{-d/\lambda}} .$$

The loss of each state is multiplied by $B$. In a thick film $B\to1-p$, hence $L\to(1-p)L_\infty$. With $p=0.4$ on the warped surface at $d=4.8$, the transport solution agreed with this within 0.6%. For $p=1$ the loss vanishes.

**A relaxation time that varies over the surface.** If $\tau(\mathbf k)$ shares the symmetry of Section 3, equations (2) and (3) hold with the local $\tau$. The bulk term is $\langle\tau v_x^2\rangle$, and the missing part of $v_x\bar g$ is $\tau v_x^2\cdot\tau|v_z|/d$:

$$L\to\frac{\langle\tau^2v_x^2|v_z|\rangle}{d\,\langle\tau v_x^2\rangle}. \tag{9}$$

One power of $\tau$ measures the drift that is lost, the other the depth over which it is lost. On the warped surface with $\tau=1/|\mathbf v|$ and $d=10$, the transport solution agreed with (9) within 0.2%.

## 7. A 30 nm film of a hexagonal metal

The parameters are round numbers, chosen to lie roughly where osmium lies as an interconnect metal. There are four identical ellipsoidal pockets with $E_F=1.5$ eV, masses of 1.5 electron masses along $a$ (any direction in the basal plane) and 1.0 along $c$, and $\tau=10$ fs. The current always flows along $a$. The $c$ axis is either normal to the film or in its plane, perpendicular to the current. Thickness, $\tau$ and bulk resistivity are held fixed in this comparison.

From $V_i=\sqrt{2E_F/m_i}$,

$$V_a=5.93\times10^5\ \text{m/s},\quad V_c=7.26\times10^5\ \text{m/s},\quad \tau V_a=5.93\ \text{nm},\quad \tau V_c=7.26\ \text{nm}.$$

The density of states of a pocket grows as $\sqrt\varepsilon$, so the carrier density is $n=\tfrac23NE_F$. With $N=5.01\times10^{28}$ per eV m³ this is $5.01\times10^{28}$ m⁻³; the two numbers coincide because $\tfrac23\cdot1.5=1$. Since $\langle v_x^2\rangle=V_a^2/3=2E_F/(3m_a)$, the bulk conductivity $e^2N\tau\langle v_x^2\rangle$ equals $ne^2\tau/m_a$. The bulk resistivity is 10.6 µΩ cm.

Equation (8) now gives

$$L_\infty(c\text{ normal})=\frac38\cdot\frac{7.26}{30}=0.091,\qquad L_\infty(c\text{ in plane})=\frac38\cdot\frac{5.93}{30}=0.074 .$$

Their ratio is $V_c/V_a=\sqrt{1.5}=1.22$. The film resistivities are $10.63/(1-0.0906)=11.7$ µΩ cm and $10.63/(1-0.0741)=11.5$ µΩ cm, rises of 10% and 8%. Within this model the lower resistivity belongs to the film whose normal is the slow direction.

For $c$ normal the bound (7) is $e^{-30/7.26}=0.016$. The actual excess of the limit is smaller, about 0.2% of $L_\infty$. Thinner films show where the limit stops being useful:

| $d$ (nm) | $L_\infty$ | $L$ from (5) |
|---|---|---|
| 5 | 0.545 | 0.402 |
| 10 | 0.272 | 0.249 |
| 20 | 0.136 | 0.135 |

As a fraction of $L_\infty$, the excess is 26% at 5 nm, 9% at 10 nm and about 1% at 20 nm.

## 8. The model beside a real film

A bulk resistivity near 10 µΩ cm and a mean free path of several nanometres are roughly right for osmium at room temperature. The pockets are not its band structure, which has several sheets of different shape, and the velocity ratio $V_c/V_a$ was chosen. The preference for $c$ in the plane is therefore a property of the model, not a prediction for osmium. The assumption most clearly broken in a polycrystalline film is the absence of grain boundaries. To size it, let them raise the scattering rate by the factor $1+\alpha/|n_x|$, the Mayadas–Shatzkes form, taken here as an input. For grains of 30 nm and a boundary reflection of 0.3, $\alpha=(5.93/30)(0.3/0.7)=0.085$. Without any surface scattering the relative conductivity loss is then

$$1-3\int_0^1\frac{u^3}{u+\alpha}\,du=0.11 ,$$

somewhat more than the surface loss of 0.091. A measured rise in resistivity could not be assigned to the surfaces alone.

The other neglected effects, for the same film with $c$ normal, are these:

- A specularity of 0.2 lowers the surface loss from 0.091 to 0.073.
- Two sheets with speeds in the ratio 1:2, but equal densities of states, shapes and $\tau$, and an unchanged mean square velocity, multiply the loss by $\tfrac{(1+8)/2}{[(1+4)/2]^{3/2}}=1.14$.
- A constant mean free path of 6.2 nm in place of a constant $\tau$, at the same bulk conductivity, multiplies it by 0.95 according to (9).
- Thermal smearing at 300 K, with $\tau$ and the carrier density fixed, changes it by 0.05%.

Confinement also splits the states into subbands. Their largest spacing at $E_F$ is $\pi\hbar V_c/d=50$ meV, against a level width $\hbar/\tau$ of 66 meV, with about 60 occupied subbands per pocket. The width exceeds the spacing by a small margin, so the semiclassical treatment is plausible at 30 nm but not secured by a wide separation of scales. The spacing grows as $1/d$. At 20 nm it is 75 meV, already slightly above the level width, and at 10 nm it is 150 meV, well above it. The 5 and 10 nm rows of the table therefore compare (5) with (6) rather than describe a real film, and the 20 nm row is borderline. The remaining digits are in the numerical output below.

## Computed results

```
INPUT (round model values)
Fermi energy 1.5 eV, pockets 4
masses: a 1.5, c 1.0 electron masses
tau 10.0 fs, thickness 30.0 nm, T 300.0 K
largest velocity along a: 5.931e+05 m/s
largest velocity along c: 7.264e+05 m/s
tau*V along a: 5.931 nm
tau*V along c: 7.264 nm
carrier density 5.006e+28 m^-3
DOS 5.006e+28 per eV m^3
bulk resistivity along a 10.63 micro-ohm cm
FILM, c normal, current along a
<vx^2> 1.1725e+11 m^2/s^2
<vx^2|vz|> 3.1940e+16 m^3/s^3
their ratio 2.7240e+05 m/s
loss: limit 0.09080, full expression 0.09061
loss: transport solution 0.09061
error bound exp(-d/(tau V)) 0.0161
film resistivity 11.693 micro-ohm cm
FILM, c in plane, current along a
<vx^2> 1.1725e+11 m^2/s^2
<vx^2|vz|> 2.6079e+16 m^3/s^3
their ratio 2.2241e+05 m/s
loss: limit 0.07414, full expression 0.07409
loss: transport solution 0.07409
error bound exp(-d/(tau V)) 0.0064
film resistivity 11.484 micro-ohm cm
THICKNESS, c normal: d, limit loss, full loss
5 nm: 0.5448, 0.4023
10 nm: 0.2724, 0.2485
20 nm: 0.1362, 0.1345
60 nm: 0.0454, 0.0454
NEGLECTED EFFECTS, c normal
grains of size d, reflection 0.3: loss 0.110
specularity 0.2: surface loss 0.0726
two sheets, speeds 1:2: loss times 1.138
constant path 6.200 nm, not tau: loss times 0.9460
thermal smearing at fixed density: loss times 1.00049
largest subband spacing 50.1 meV
level width hbar/tau 65.8 meV
occupied subbands per pocket about 60
TEST SURFACES (dimensionless)
warped, loss: transport 0.07750, zone sum 0.07753
warped, area weighting 0.07634, off by -1.53 %
3:1 ellipsoid, loss: transport 0.04687, k sum 0.04692
3:1 ellipsoid, area weighting 0.05643, off by 20.3 %
emitted constant, tilted surface -0.1219
```
